# Branch-Point Energies from Brillouin-Zone Averages of Model Bands

## The question

The branch point of a semiconductor is the energy at which its gap states change from mainly valence to mainly conduction character. If a metal contact pins the Fermi level there, it fixes the Schottky barriers. It can be estimated from bulk bands by

$$E_{BP}=\tfrac12\left[\langle\varepsilon_c\rangle+\langle\varepsilon_v\rangle\right],$$

where $\langle\varepsilon_c\rangle$ is the mean over the Brillouin zone and over the $N_c$ lowest conduction bands, and $\langle\varepsilon_v\rangle$ is the same for the $N_v$ highest valence bands. The band counts are part of the definition.

Hartree atomic units are used. The conduction minimum is $E_c$, the valence maximum is $E_v=0$, and the gap is $E_g=E_c-E_v>0$. Spin–orbit coupling is left out.

In the numerical check of part (b) and from part (c) on, the crystal is a simple-cubic lattice of constant $a$ with one $s$ and three $p$ orbitals per cell. With $k_i$ denoting $a$ times the wavevector component, the Hamiltonian has diagonal elements

$$e_s=E_g+2t_s\sum_i(1-\cos k_i),\qquad e_p=-2t_p\sum_i(1-\cos k_i),$$

the second for each $p$ orbital, and couplings $\langle s|H|p_i\rangle=2iV\sin k_i$. The hoppings $t_s,t_p$ are positive. The parameters are round model values and stand for no particular material.

## (a) When does $E_{BP}$ lie above the conduction minimum?

**Asked:** express $E_{BP}-E_c$ through the gap and the mean distances of the bands from their edges.

**Answer.** Let $W_c=\langle\varepsilon_c\rangle-E_c$ be the mean height of the conduction bands above their minimum, and $W_v=E_v-\langle\varepsilon_v\rangle$ the mean depth of the valence bands below their maximum. Then

$$E_{BP}=\tfrac12(E_c+W_c+E_v-W_v).$$

Subtracting $E_c$ and using $E_v-E_c=-E_g$ gives

$$E_{BP}-E_c=\tfrac12(W_c-W_v-E_g).$$

The estimate therefore lies above $E_c$ if and only if $W_c-W_v>E_g$. This follows from the definition for any bands. If $W_c=W_v$, the point is at midgap. A conduction band that rises far above its minimum over most of the zone pulls the point upward, however low the minimum itself is.

## (b) Why take the midpoint of two means?

**Asked:** take as balance condition that the normalized conduction and valence terms of the Green function cancel,

$$\left\langle\frac1{E-\varepsilon_c}\right\rangle+\left\langle\frac1{E-\varepsilon_v}\right\rangle=0,$$

and solve it for narrow bands, with the leading correction.

**Answer.** In the gap the first term is negative and the second positive, so they can cancel. Each term is a mean over its own bands, so both groups have equal weight whatever their number of bands. Write $\varepsilon_c=\mu_c+\eta$, where $\mu_c=\langle\varepsilon_c\rangle$ and $\langle\eta\rangle=0$. A geometric series in $\eta/(E-\mu_c)$ gives

$$\left\langle\frac1{E-\varepsilon_c}\right\rangle=\frac1{E-\mu_c}+\frac{\sigma_c^2}{(E-\mu_c)^3}+\dots,\qquad \sigma_c^2=\langle\eta^2\rangle,$$

and likewise for the valence bands, with mean $\mu_v$ and variance $\sigma_v^2$. Let $M=(\mu_c+\mu_v)/2$, $2L=\mu_c-\mu_v$ and $E=M+x$. The condition becomes

$$\frac1{x-L}+\frac1{x+L}+\frac{\sigma_c^2}{(x-L)^3}+\frac{\sigma_v^2}{(x+L)^3}\approx0.$$

The first two terms sum to $2x/(x^2-L^2)\approx-2x/L^2$ for small $x$. In the variance terms $x$ may be set to zero, which leaves $(\sigma_v^2-\sigma_c^2)/L^3$. Hence

$$x\approx\frac{\sigma_v^2-\sigma_c^2}{2L}.$$

To lowest order the balance energy is $M$, which is $E_{BP}$. A conduction band wider than the valence band shifts it down.

As a check, take the model without coupling, with $E_g=0.200$, $t_s=0.004$ and $t_p=0.001$ hartree. Since $\langle\cos k_i\rangle=0$ and $\langle\cos^2k_i\rangle=\tfrac12$, each variance is $4t^2\cdot3\cdot\tfrac12=6t^2$. The means are $0.224$ and $-0.006$, so $M=0.109$ and $2L=0.230$ hartree. The estimated shift is $6(0.001^2-0.004^2)/0.230=-0.000391$ hartree; the numerical root of the balance condition gives $-0.000394$.

The series needs $|\eta|<|E-\mu_c|$ throughout the zone. If $E_c<E<\mu_c$, this fails at the conduction minimum, where $|\eta|=W_c>\mu_c-E$. An $E_{BP}$ inside the conduction band is therefore the result of a recipe, no longer of a controlled expansion.

## (c) The bands of the model

**Asked:** find the four bands and locate both band edges.

**Answer.** Let $S=\sum_i\sin^2k_i$. For $S>0$, form the combination $p_\parallel=S^{-1/2}\sum_i\sin k_i\,p_i$. Its coupling to $s$ is

$$\langle s|H|p_\parallel\rangle=S^{-1/2}\sum_i2iV\sin^2k_i=2iV\sqrt S.$$

The two combinations orthogonal to $p_\parallel$ have zero coupling to $s$. Since all $p$ orbitals share the same diagonal energy, these two remain at $e_p$. The other two energies solve

$$(e_s-\varepsilon)(e_p-\varepsilon)=4V^2S.$$

With $D=e_s-e_p$, the roots are $\tfrac12(e_s+e_p)\pm\sqrt{D^2/4+4V^2S}$. Because $\tfrac12(e_s+e_p)=e_s-D/2=e_p+D/2$, they can be written

$$\varepsilon_c=e_s+\delta,\qquad \varepsilon_l=e_p-\delta,\qquad \delta=\sqrt{D^2/4+4V^2S}-D/2\ge0.$$

At $S=0$ the coupling vanishes and the same formulas hold with $\delta=0$.

Since $\varepsilon_c\ge e_s\ge E_g$, and $e_s=E_g$ requires every $\cos k_i=1$, the conduction minimum is at $\Gamma$ with $E_c=E_g$. Since $\varepsilon_l\le e_p\le0$, the valence maximum is also at $\Gamma$, and the two highest valence bands are the uncoupled ones at $e_p$.

## (d) The branch point of the model

**Asked:** find $E_{BP}-E_c$ for $N_c=1$ with $N_v=2$, and then with $N_v=3$.

**Answer.** Since $\langle\cos k_i\rangle=0$, the mean of $2t\sum_i(1-\cos k_i)$ is $6t$. For $N_v=2$ this gives $W_c=6t_s+\langle\delta\rangle$ and $W_v=6t_p$, so

$$E_{BP}-E_c=\tfrac12\left[6(t_s-t_p)+\langle\delta\rangle-E_g\right].$$

For $N_v=3$ the valence mean is $\tfrac13(-18t_p-\langle\delta\rangle)=-6t_p-\tfrac13\langle\delta\rangle$. The branch point is lower by half the change of this mean, which is $\langle\delta\rangle/6$:

$$E_{BP}^{(3)}-E_c=\tfrac12\left[6(t_s-t_p)+\tfrac23\langle\delta\rangle-E_g\right].$$

Coupling pushes the conduction band up and one valence band down by equal amounts. The estimate still rises, because that valence band is left out for $N_v=2$ and is one of three for $N_v=3$.

## (e) The critical gap

**Asked:** with the hoppings and $V$ fixed, how often can $E_{BP}$ cross $E_c$ as the gap is varied?

**Answer.** The gap enters the Hamiltonian only through the $s$ diagonal element. By the Hellmann–Feynman theorem, $\partial\varepsilon_c/\partial E_g=w_s$, the $s$ weight of the conduction state. As $\varepsilon_c=e_s+\delta$ and $\partial e_s/\partial E_g=1$, it follows that $\partial\delta/\partial E_g=w_s-1$. For $N_v=2$,

$$\frac{d(E_{BP}-E_c)}{dE_g}=\tfrac12\left[\langle w_s\rangle-1-1\right]=\tfrac12\langle w_s\rangle-1.$$

Since $w_s\le1$, the slope is at most $-\tfrac12$. The offset falls steadily and ends negative, so there is at most one crossing. It exists if $6(t_s-t_p)+\langle\delta\rangle$ is positive as $E_g\to0^+$; otherwise $E_{BP}$ stays below $E_c$ for every positive gap. The critical gap solves

$$E_g^*=6(t_s-t_p)+\langle\delta\rangle_{E_g^*}.$$

For $t_s=0.020$, $t_p=0.005$ and $V=0.020$ hartree, the uncoupled part is $6\times0.015=0.090$ hartree. Coupling raises the critical gap to $0.0997$ hartree (2.71 eV). With $N_v=3$ it is $0.0965$ hartree (2.63 eV). For gaps between these two values the band count decides whether the estimate lies above or below $E_c$, so no physical conclusion should rest on the sign there. The sign is also uncertain over a wider range: for $N_v=2$ the balance energy of part (b) reaches $E_c$ only when the gap has fallen to about $0.072$ hartree, so between that value and $0.0997$ the estimate lies above $E_c$ while the balance energy is still in the gap.

## (f) Two gaps and their Schottky barriers

**Asked:** evaluate $E_{BP}$ for $E_g=0.030$ and $0.200$ hartree with the hoppings and coupling of part (e) and $N_v=2$. Find the barriers for complete pinning at $E_{BP}$.

**Answer.** In both cases $6t_s=0.120$ and $W_v=0.030$ hartree. The zone average of $\delta$ is numerical. All energies in the table are in hartree.

| $E_g$ | $\langle\delta\rangle$ | $W_c$ | $E_{BP}-E_v$ | $E_{BP}-E_c$ |
|---|---|---|---|---|
| 0.030 | 0.0134 | 0.1334 | 0.0667 | 0.0367 |
| 0.200 | 0.0069 | 0.1269 | 0.1484 | −0.0516 |

For the small gap, $\tfrac12(0.1334-0.030-0.030)=0.0367$ hartree, or 1.00 eV above $E_c$. For the large gap, $\tfrac12(0.1269-0.030-0.200)=-0.0516$ hartree, or 1.40 eV below $E_c$. The value of $W_c$ hardly differs between the two; the change of sign comes from the gap.

In the small-gap case, the conduction energy is below $E_{BP}$ in less than 2% of the zone. The point is above the minimum, but below the conduction band at nearly all wavevectors. A deep, small pocket at $\Gamma$ sets $E_c$ and has little weight in the mean.

With the Fermi level at $E_{BP}$, the electron barrier is $\phi_n=E_c-E_{BP}$ and the hole barrier is $\phi_p=E_{BP}-E_v$, with $\phi_n+\phi_p=E_g$. The large gap gives $\phi_n=1.40$ eV and $\phi_p=4.04$ eV. The small gap gives $\phi_n=-1.00$ eV and $\phi_p=1.82$ eV. A negative $\phi_n$ means that the pinned Fermi level lies in the conduction band, so electrons meet no Schottky barrier. If the Fermi level deep in the semiconductor lies in the gap, the bands bend down towards the contact and electrons accumulate there. Incomplete pinning and interface dipoles would change these values. They also take the zone-averaged estimate for the pinning level, which differs from the branch point of a single complex band. For $k=(i\kappa,0,0)$ the two coupled roots meet where $D=4V\sinh\kappa$, with $D=E_g-2(t_s+t_p)(\cosh\kappa-1)$, at the energy $\tfrac12[E_g-2(t_s-t_p)(\cosh\kappa-1)]$. This lies inside the gap, at $0.014$ hartree for the small gap and $0.084$ hartree for the large one, and it joins the conduction band to the third valence band, which $N_v=2$ leaves out.

For the large gap, part (b) gives a rough measure of how far the balance energy defined there lies from $E_{BP}$. With the uncoupled variances $6t^2$ and $2L=0.3269+0.030=0.357$ hartree, the leading shift is $6(0.005^2-0.020^2)/0.357\approx-0.006$ hartree. This is small beside the offset of $-0.052$ hartree and has the same sign. For the small gap no such estimate is available, since the expansion fails there.

The zone average needs few points. On a $2^3$ midpoint grid every $k_i=\pm\pi/2$, so the cosines vanish and $S=3$. For the small gap $D=0.030+6\times0.025=0.180$ hartree, and

$$\delta=\sqrt{0.090^2+12\times0.020^2}-0.090=0.0236\ \text{hartree}.$$

This gives $E_{BP}-E_v=\tfrac12(0.030+0.120+0.0236-0.030)=0.0718$ hartree, which is $0.0051$ above the $16^3$ value. The hopping terms are already averaged correctly, so the whole error is in $\langle\delta\rangle$. The $4^3$ grid is within $0.0002$ hartree of the $16^3$ value. These grids omit $\Gamma$, so $E_c$ must be calculated separately.

## (g) Does a light electron mass put $E_{BP}$ above $E_c$?

**Asked:** find the band-edge masses, state the criterion in terms of them where possible, and decide whether they suffice in general.

**Answer.** Let $q$ be the wavevector, so that near $\Gamma$ $\sum_ik_i^2=a^2q^2$. Then $e_s\approx E_g+t_sa^2q^2$ and $S\approx a^2q^2$. Expanding the square root for $4V^2S\ll D^2/4$ gives $\delta\approx4V^2S/D\approx4V^2a^2q^2/E_g$. Comparison with $\varepsilon_c=E_g+q^2/(2m_c)$ yields

$$\frac1{m_c}=2a^2\left(t_s+\frac{4V^2}{E_g}\right),\qquad \frac1{m_h}=2a^2t_p,$$

where $m_h$ is the mass of the two uncoupled valence bands. For $V=0$ the hoppings can be eliminated, and $6(t_s-t_p)>E_g$ becomes

$$\frac3{a^2}\left(\frac1{m_c}-\frac1{m_h}\right)>E_g.$$

With coupling this fails, because the mass describes the curvature at $\Gamma$ while $W_c$ depends on the whole zone. As $E_g\to0$ at fixed $V\ne0$, $m_c$ goes to zero. Yet $\delta\le2V\sqrt S\le2\sqrt3\,V$ for $V>0$, since $\sqrt{x^2+y^2}\le x+y$ for non-negative $x,y$ and $S\le3$. The mean height stays finite.

A counterexample settles the question. Take $a=8$ bohr, $E_g=0.060$ and $t_p=0.005$ hartree, with two conduction bands:

- Plain: $t_s=0.020$, $V=0$ hartree.
- Mixed: $t_s=0.005$, $V=0.015$ hartree.

In the mixed case $4V^2/E_g=0.0009/0.060=0.015$ hartree, so $t_s+4V^2/E_g=0.020$ hartree in both. Both have $m_c=1/(2\times64\times0.020)=0.39$ and $m_h=1.56$ electron masses. The third valence band differs, with a mass of 1.56 in the plain and 0.39 in the mixed model, but is not used for $N_v=2$.

The mean heights are $W_c=0.1200$ hartree (plain) and $6\times0.005+0.0105=0.0405$ hartree (mixed). With $W_v=0.030$ hartree,

$$\text{plain: }\tfrac12(0.1200-0.030-0.060)=0.0150\ \text{hartree},$$

$$\text{mixed: }\tfrac12(0.04051-0.030-0.060)=-0.0247\ \text{hartree}.$$

The estimate $E_{BP}$ is 0.41 eV above $E_c$ in the first model and 0.67 eV below it in the second. Including the third valence band changes neither sign. The zone corner $(\pi,\pi,\pi)$ shows the difference in shape: there $S=0$, so coupling gives no rise, and the band stands $12t_s$ above its minimum, which is 0.24 hartree in the plain model and 0.06 in the mixed one. Equal gaps, electron masses and heavy-hole masses therefore do not fix the side on which the estimate $E_{BP}$ lies; the gap and the mean band heights do. This is a statement about the recipe: the balance energy of part (b) lies in the gap in both models, $0.0015$ hartree below $E_c$ in the plain one and $0.0247$ hartree below it in the mixed one. Further values for both models are in the numerical output below.

## Table of computed values

```
lattice constant a = 8.0 bohr
ts, tp, V = 0.020, 0.005, 0.020 hartree
[small gap] E_g, ts, tp, V = 0.030, 0.020, 0.005, 0.020 hartree
  mean conduction, mean valence = 0.16341, -0.03000 hartree
  W_c, W_v, <delta> = 0.13341, 0.03000, 0.01341 hartree
  E_BP - E_v (hole barrier) = 0.06671 hartree = 1.815 eV
  E_BP - E_c = 0.03671 hartree = 0.999 eV
  E_BP - E_c with 3 valence bands = 0.03447 hartree
  electron, heavy-hole mass = 0.1065, 1.5625 m_e
[large gap] E_g, ts, tp, V = 0.200, 0.020, 0.005, 0.020 hartree
  mean conduction, mean valence = 0.32687, -0.03000 hartree
  W_c, W_v, <delta> = 0.12687, 0.03000, 0.00687 hartree
  E_BP - E_v (hole barrier) = 0.14844 hartree = 4.039 eV
  E_BP - E_c = -0.05156 hartree = -1.403 eV
  E_BP - E_c with 3 valence bands = -0.05271 hartree
  electron, heavy-hole mass = 0.2790, 1.5625 m_e
[plain] E_g, ts, tp, V = 0.060, 0.020, 0.005, 0.000 hartree
  mean conduction, mean valence = 0.18000, -0.03000 hartree
  W_c, W_v, <delta> = 0.12000, 0.03000, 0.00000 hartree
  E_BP - E_v (hole barrier) = 0.07500 hartree = 2.041 eV
  E_BP - E_c = 0.01500 hartree = 0.408 eV
  E_BP - E_c with 3 valence bands = 0.01500 hartree
  electron, heavy-hole mass = 0.3906, 1.5625 m_e
[mixed] E_g, ts, tp, V = 0.060, 0.005, 0.005, 0.015 hartree
  mean conduction, mean valence = 0.10051, -0.03000 hartree
  W_c, W_v, <delta> = 0.04051, 0.03000, 0.01051 hartree
  E_BP - E_v (hole barrier) = 0.03525 hartree = 0.959 eV
  E_BP - E_c = -0.02475 hartree = -0.673 eV
  E_BP - E_c with 3 valence bands = -0.02650 hartree
  electron, heavy-hole mass = 0.3906, 1.5625 m_e
plain: offset from the masses = 0.01500 hartree
at E_g = 0.100 hartree: mean s weight = 0.9612, slope = -0.5194
critical gap, 2 valence bands = 0.09965 hartree = 2.712 eV
critical gap, 3 valence bands = 0.09652 hartree = 2.626 eV
critical gap without coupling = 0.09000 hartree
small gap, 2^3 grid: E_BP - E_v = 0.071789 hartree
small gap, 4^3 grid: E_BP - E_v = 0.066845 hartree
small gap, 8^3 grid: E_BP - E_v = 0.066707 hartree
small gap, 16^3 grid: E_BP - E_v = 0.066705 hartree
small gap: zone fraction with conduction energy below E_BP = 0.017
narrow bands: E_g, ts, tp = 0.200, 0.004, 0.001 hartree
narrow bands: midpoint, balance root = 0.109000, 0.108606 hartree
narrow bands: shift found, leading estimate = -0.000394, -0.000391 hartree
```
